# Magnetic dipole coupling of two donor electron spins in silicon

## Problem

Two phosphorus donors in silicon are 20 nm apart. Each binds one electron, with spin 1/2 and a g factor taken as 1.9985. Treat the electrons as point magnetic dipoles.

(a) Find the frequency scale of their magnetic dipole coupling, leaving out the factor that depends on direction.

(b) Find the angular factor in a strong magnetic field, and say what splitting of a resonance line it gives.

(c) Decide whether the dipole coupling is the main coupling between these two electrons.

Spin operators $\mathbf S$ are dimensionless, so $S_z$ has the values $\pm1/2$. Couplings are quoted as energy divided by $h$, in ordinary frequency, not angular frequency.

## Hints

1. Away from a small current loop, its magnetic field is minus the gradient of a dipole potential. The second moment has the energy $-\mathbf m\cdot\mathbf B$ in that field.
2. The electron moment is $\mathbf m=-g\mu_B\mathbf S$. Follow what happens to the two minus signs.
3. In a strong field, keep the terms that conserve the total spin component along the field.
4. For part (c), compare the power law $1/r^3$ with the overlap of two exponentially decaying orbitals. The exponential must fall below the power law at large distance, but check whether it has already done so at 20 nm.

## Solution

### The energy of two dipoles

Let $\mathbf r=r\mathbf n$ point from donor 2 to donor 1, with $\mathbf n$ a unit vector. Outside its source, the field of moment $\mathbf m_2$ is

$$\mathbf B_2=-\frac{\mu_0}{4\pi}\nabla\left(\frac{\mathbf m_2\cdot\mathbf r}{r^3}\right).$$

The gradient acts on the numerator and on $r^{-3}$. Since $\nabla(\mathbf m_2\cdot\mathbf r)=\mathbf m_2$ and $\nabla r^{-3}=-3\mathbf r/r^5$,

$$\mathbf B_2=\frac{\mu_0}{4\pi r^3}\left[3\mathbf n(\mathbf m_2\cdot\mathbf n)-\mathbf m_2\right].$$

The energy of the first moment is therefore

$$U=-\mathbf m_1\cdot\mathbf B_2=\frac{\mu_0}{4\pi r^3}\left[\mathbf m_1\cdot\mathbf m_2-3(\mathbf m_1\cdot\mathbf n)(\mathbf m_2\cdot\mathbf n)\right].$$

Now insert $\mathbf m_i=-g\mu_B\mathbf S_i$. Each term contains both moments, so the minus signs cancel and a factor $g^2\mu_B^2$ comes out. Dividing by $h$ gives

$$\frac{H_{dd}}{h}=\nu_{dd}\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right],\qquad \nu_{dd}=\frac{\mu_0g^2\mu_B^2}{4\pi h r^3}.$$

### The number

With $\mu_0/4\pi=1.00000\times10^{-7}$ T m/A, $\mu_B=9.27401\times10^{-24}$ J/T and $r^3=8.000\times10^{-24}$ m³, the energy scale is

$$h\nu_{dd}=\frac{10^{-7}\,(1.9985)^2\,(9.27401\times10^{-24})^2}{8.000\times10^{-24}}\ \text{J}=4.294\times10^{-30}\ \text{J}.$$

Division by $h=6.62607\times10^{-34}$ J s gives

$$\nu_{dd}=6.48\ \text{kHz}\approx6.5\ \text{kHz}.$$

The free-electron g factor would give 6.505 kHz, so the choice of g hardly matters here. This answers part (a).

The size can be understood from the field of one electron. A spin pointing perpendicular to the line between the donors has a moment of magnitude $g\mu_B/2$. At the other donor it makes a field of magnitude

$$B=\frac{\mu_0}{4\pi r^3}\frac{g\mu_B}{2}=115.8\ \text{nT}.$$

This shifts the other electron's resonance by $g\mu_BB/h=\nu_{dd}/2=3.24$ kHz. Reversing the first spin reverses the shift, so the resonance moves by $\nu_{dd}$ in total.

### The angular factor in a strong field

Take the applied field along $z$, at angle $\theta$ to $\mathbf n$, and choose $\mathbf n=(\sin\theta,0,\cos\theta)$. Then

$$(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)=\cos^2\theta\,S_{1z}S_{2z}+\sin^2\theta\,S_{1x}S_{2x}+\sin\theta\cos\theta\,(S_{1x}S_{2z}+S_{1z}S_{2x}).$$

The last bracket changes the total $S_z$ by one unit. With $S_x=(S_++S_-)/2$, the middle product is

$$S_{1x}S_{2x}=\tfrac14(S_{1+}S_{2-}+S_{1-}S_{2+})+\tfrac14(S_{1+}S_{2+}+S_{1-}S_{2-}),$$

where the second part changes the total $S_z$ by two units. At 0.35 T the Zeeman frequency is 9.79 GHz. Terms that change the total $S_z$ connect levels at least about this far apart, so they shift levels by roughly $\nu_{dd}^2/(9.79\ \text{GHz})$, which is a few millihertz. They can be dropped.

Write $F=S_{1+}S_{2-}+S_{1-}S_{2+}$ for the part that exchanges the two spin directions. Since $\mathbf S_1\cdot\mathbf S_2=S_{1z}S_{2z}+F/2$, the coefficient of $S_{1z}S_{2z}$ is $\nu_{dd}(1-3\cos^2\theta)$. The coefficient of $F$ is

$$\nu_{dd}\left(\tfrac12-\tfrac34\sin^2\theta\right)=-\tfrac14\nu_{dd}(1-3\cos^2\theta).$$

The strong-field coupling is thus

$$\frac{H_{dd}}{h}\simeq D\left[S_{1z}S_{2z}-\tfrac14F\right],\qquad D=\nu_{dd}(1-3\cos^2\theta).$$

Suppose first that the two resonance frequencies $\nu_1$ and $\nu_2$ differ by much more than $|D|$. This happens when the two phosphorus nuclei point in opposite directions: the hyperfine coupling, taken here as 117 MHz, then separates the electron frequencies by about 18,000 times $\nu_{dd}$. The exchange of spin directions is suppressed, and $D S_{1z}S_{2z}$ remains. The resonance of spin 1 is at $\nu_1+D/2$ when spin 2 is up and at $\nu_1-D/2$ when it is down. With dipole coupling alone, the line splitting is $|D|$.

- At $\theta=90^\circ$, $D=+6.48$ kHz.
- At $\theta=0$, $D=-12.96$ kHz. The sign changes and the magnitude doubles.
- At $\cos^2\theta=1/3$, or $\theta=54.74^\circ$, $D=0$.

The value 6.5 kHz is therefore a scale, and the splitting can lie anywhere from zero to twice that value. At $90^\circ$, the phases gathered by spin 1 for the two states of spin 2 differ by $\pi$ after a time $t$ with $2\pi Dt=\pi$. This gives $t=1/(2D)=77$ µs, again with no other coupling present.

### Is this the main coupling in silicon?

Electrons also interact through exchange. Write it as $H_J/h=J\,\mathbf S_1\cdot\mathbf S_2$, so that $J$ is the singlet-triplet splitting. With a single isotropic mass and a static permittivity, a donor pair is a scaled hydrogen molecule. The established leading form at large distance, quoted here without derivation, is

$$hJ\simeq1.64\,\frac{e^2}{4\pi\varepsilon_0\varepsilon_r a}\left(\frac ra\right)^{5/2}e^{-2r/a}.$$

The exponential reflects the square of the overlap of two orbitals decaying as $e^{-r/a}$. The result depends strongly on the donor radius $a$, and two rough choices show how strongly.

The first uses the effective mass. Rough silicon masses of 0.19 (twice) and 0.92 electron masses give an isotropic mass $3/(2/0.19+1/0.92)=0.258$. With $\varepsilon_r$ taken as 11.7, the scaled Bohr radius is $a=2.40$ nm, and the formula gives $J\approx231$ MHz. Diagonalizing the two-electron Hamiltonian of the scaled hydrogen pair at the same $r/a$, in the finite Gaussian basis aug-cc-pVTZ, gives 235 MHz; larger bases such as aug-cc-pVQZ raise this by about 1%, to 237 MHz. The distance formula is thus adequate to about 3% within this model.

The second choice fits the orbital's decay to a binding energy $E_b$ of roughly 45 meV. Then $a=\hbar/\sqrt{2m^*E_b}=1.81$ nm, where $m^*$ is the isotropic mass, and the formula gives $J\approx2.8$ MHz. This overstates $J$ for such a donor. The formula assumes a hydrogen orbital, whereas a state bound by 45 meV in the same screened Coulomb tail carries an extra falling power of distance. Adding a short-range attraction at each donor, tuned to 45 meV, and diagonalizing the two-electron Hamiltonian gives about 0.7 to 0.8 MHz, depending on the width of the attraction.

The formula with the smaller radius gives about 400 times $\nu_{dd}$, and even the corrected value is about 100 times $\nu_{dd}$. The answer to part (c) is therefore no: for these estimates, exchange dominates at 20 nm. It falls to $\nu_{dd}$ at about 27 nm for the smaller radius (about 25 nm with the corrected orbital) and at about 37 nm for the larger. These are orders of magnitude. The model omits interference between the conduction-band valleys, which lowers $J$ at most lattice positions and nearly removes it at some. With the six valleys given equal weight, the median reduction over lattice positions near 20 nm is about a factor of ten. $J$ then falls below $\nu_{dd}$ at about 1% of positions for the larger radius and at roughly 10 to 20% for the smaller, so the answer holds for typical pairs at this distance, not for every pair.

The other corrections are smaller. The electron clouds are several nanometres wide, but a spherical cloud acts at outside points like a point dipole. For an ellipsoidal cloud, the leading correction comes from unequal mean square widths along the three axes. Take rough radii of 2.5 nm across a valley axis and 1.4 nm along it, with the donor pair and the field both along that axis. Numerical integration of the dipole field over the density, with the corrections of the two clouds added, gives a coupling weaker by roughly a tenth. In the donor ground state the valleys along the three crystal axes have equal weight, so the mean square widths become equal and the leading correction cancels. The same integration then gives a change of only about $+1\%$, with the rapid density oscillations between valleys left out.

At 4 K, $E_b/k_BT\approx131$, so thermal ionization of the donors is negligible. Temperature does not enter $\nu_{dd}$, although it affects how the spin levels are populated.

## Variation 1: an uncertain distance

*The donor separation is known only to within 1 nm. How uncertain is the dipole scale, and what is it at 40 nm?*

From $\nu_{dd}\propto r^{-3}$, a small change obeys $\delta\nu_{dd}/\nu_{dd}=-3\,\delta r/r$. For $\delta r=1$ nm at 20 nm this is 15% in magnitude. The full formula gives 7.56 kHz at 19 nm and 5.60 kHz at 21 nm, which are changes of $+17\%$ and $-14\%$. They are unequal because the power law is curved.

Doubling the distance to 40 nm divides the scale by eight, giving 0.81 kHz. That distance lies beyond both crossing points found above, so within those estimates the dipole coupling is then the larger one.

## Variation 2: identical electrons with exchange

*Two electrons have the same resonance frequency $\nu$, and exchange $J$ is present. Leave the nuclei out. Does exchange hide the dipole coupling?*

The eigenstates are the singlet and the triplet states $T_+$, $T_0$ and $T_-$. In every triplet state $\mathbf S_1\cdot\mathbf S_2=1/4$, so exchange adds the same $J/4$ to each.

For the dipole part, $T_+$ and $T_-$ have $S_{1z}S_{2z}=1/4$ and no contribution from $F$, so each moves by $D/4$. In $T_0=(|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle)/\sqrt2$, $S_{1z}S_{2z}=-1/4$ and $F=1$, so it moves by $D(-1/4-1/4)=-D/2$. The levels are

$$\frac{E_{\pm}}h=\pm\nu+\frac D4+\frac J4,\qquad \frac{E_0}h=-\frac D2+\frac J4.$$

The two transition frequencies are

$$\frac{E_+-E_0}h=\nu+\frac{3D}4,\qquad \frac{E_0-E_-}h=\nu-\frac{3D}4.$$

The exchange cancels, and the lines are $3|D|/2$ apart, or 9.72 kHz at $\theta=90^\circ$. In this two-electron model the line spacing does not depend on $J$, so exchange does not hide the dipole coupling. Seeing the two lines does require unequal populations of the triplet levels they connect, because equally populated levels give no net absorption.

The result needs equal electron frequencies. With opposite nuclei the frequencies differ, and $J S_{1z}S_{2z}$ adds to $D S_{1z}S_{2z}$. For $J$ well below the 117 MHz detuning, the line splitting becomes $|D+J|$. With $J\approx2.8$ MHz, a dipole term of a few kilohertz is then a small part of the splitting. Even with parallel nuclei, hyperfine processes that flip an electron and a nucleus together lie outside this model, so the cancellation should not be carried over to a real donor pair at kilohertz accuracy without including them.

Numbers in the example were calculated in double precision.
